# Why the 3s splitting of divalent manganese is so small

**Q:** My Mn 3s spectra of divalent compounds show two lines. I was told that their separation measures the exchange between the 3s hole and the 3d spin. What does that picture predict?

**A:** Take a free Mn²⁺ ion, $3s^23p^63d^5$, with its five d spins parallel: total spin $5/2$, orbital angular momentum zero, term $^6S$. Neglect spin–orbit coupling and use one set of orbitals for all final states. Removing a 3s electron leaves $3s^13p^63d^5$, whose remaining 3s spin couples to the d spin to give $S=3$ ($^7S$) or $S=2$ ($^5S$).

The exchange integral between 3s and any one d orbital comes from the quadrupole term of the Coulomb repulsion. Its angular factor is $4\pi/5$ from the multipole expansion times $1/4\pi$ from the two constant s functions, so

$$J=\tfrac15 G^2(3s,3d),$$

where $G^2$ is the radial exchange integral. For singly occupied d orbitals the exchange energy is

$$E_{\rm ex}=-J\left(\tfrac52+2\,\mathbf s\cdot\mathbf S_d\right),\qquad 2\,\mathbf s\cdot\mathbf S_d=S(S+1)-\tfrac{35}{4}-\tfrac34 .$$

The last expression is $5/2$ for $S=3$ and $-7/2$ for $S=2$. The energies are therefore $-5J$ and $+J$, and $^5S$ lies at higher binding energy by

$$B=6J=\tfrac65G^2(3s,3d).$$

I computed restricted open-shell Hartree–Fock orbitals for the $^7S$ hole ion. They give $G^2=12.04$ eV, hence $B=6\times12.04/5=14.45$ eV.

**Q:** I measure something nearer 6 eV. Is the exchange integral wrong by a factor of two?

**A:** The larger fault is the assumption that the $^5S$ final state is one configuration. A 3p electron can fill the 3s hole while a second 3p electron is promoted to 3d:

$$3s^13p^63d^5\;\leftrightarrow\;3s^23p^43d^6 .$$

The right-hand side has two 3p holes and no 3s hole. It mixes with a state of the left-hand side if it contains a term of the same total spin and orbital angular momentum.

**Q:** Why should that treat the two multiplets differently? Two p holes and six d electrons can also make $S=3$.

**A:** They can, so spin alone does not settle it. The terms of $3p^4$ are $^1S$, $^1D$ and $^3P$. In $3d^6$ the highest spin is $S=2$: five electrons up and one down, with the $L=2$ of the extra electron, so the sole quintet is $^5D$.

To reach $S=3$ we must combine $^3P$ with $^5D$. Adding $L=1$ to $L=2$ gives 1, 2 or 3, never 0. Within these two configurations $^7S$ has no partner.

For $^5S$ the two shells must have equal $L$. Singlet $3p^4$ requires the quintet $3d^6$, which gives $^1D\times{}^5D$. Triplet $3p^4$ has $L=1$ and must combine with a $^3P$ term of $3d^6$, of which there are two. That makes three partners.

**Q:** How strongly does the $^5S$ state couple to them?

**A:** First write the states with spin projection $M=2$. Lowering the $M=3$ state, which has all spins up, gives

$$|^7S\rangle=\sqrt{\tfrac16}\,|s{\downarrow},\tfrac52\rangle+\sqrt{\tfrac56}\,|s{\uparrow},\tfrac32\rangle .$$

The second label is the d-shell projection. The orthogonal combination is

$$|A\rangle=|^5S\rangle=\sqrt{\tfrac56}\,|s{\downarrow},\tfrac52\rangle-\sqrt{\tfrac16}\,|s{\uparrow},\tfrac32\rangle .$$

Next comes the spatial integral for creating 3s and $d_{xy}$ from $p_x$ and $p_y$. The product $s\,p_x$ has dipole character, so the dipole term of the repulsion acts:

$$K=\frac{4\pi}{3}\,\frac{1}{\sqrt{4\pi}}\left[\int Y_x\,d_{xy}\,Y_y\,d\Omega\right]R^1=\frac{4\pi}{3}\,\frac{1}{\sqrt{4\pi}}\,\frac{3}{\sqrt{15}\sqrt{4\pi}}\,R^1=\frac{R^1}{\sqrt{15}} .$$

The bracket uses $Y_x=\sqrt{3/4\pi}\,x/r$, $d_{xy}=\sqrt{15/4\pi}\,xy/r^2$ and $\int x^2y^2\,d\Omega/r^4=4\pi/15$. The radial integral is

$$R^1=\iint P_{3p}(r_1)P_{3s}(r_1)\,\frac{r_<}{r_>^2}\,P_{3p}(r_2)P_{3d}(r_2)\,dr_1dr_2 .$$

Exchanging $p_x$ and $p_y$ leaves $K$ unchanged. Terms that remove two p electrons of equal spin therefore cancel, because the operators change sign under that exchange and $K$ does not. For each d orbital $\mu$ what remains is

$$\left(s^\dagger_\uparrow d^\dagger_{\mu\downarrow}-s^\dagger_\downarrow d^\dagger_{\mu\uparrow}\right)P_\mu,\qquad P_\mu=\sum_{mm'}K^\mu_{mm'}\,p_{m'\downarrow}p_{m\uparrow}.$$

**Q:** Where do the two spin states part company?

**A:** In the phases. Let $D^\dagger$ create the five spin-up d electrons, and define $|\mu\rangle=s^\dagger_\uparrow s^\dagger_\downarrow d^\dagger_{\mu\downarrow}D^\dagger|3p^6\rangle$.

On $|s{\downarrow},\tfrac52\rangle=s^\dagger_\downarrow D^\dagger|3p^6\rangle$ only the first term survives, since 3s↓ is already filled. Moving $d^\dagger_{\mu\downarrow}$ past $s^\dagger_\downarrow$ gives $-P_\mu|\mu\rangle$.

The other state is

$$|s{\uparrow},\tfrac32\rangle=\frac1{\sqrt5}\sum_\nu s^\dagger_\uparrow d^\dagger_{\nu\downarrow}d_{\nu\uparrow}D^\dagger|3p^6\rangle .$$

Now only the second term survives, and only for $\nu=\mu$, because otherwise $d_{\mu\uparrow}$ is occupied. The reordering is

$$-s^\dagger_\downarrow d^\dagger_{\mu\uparrow}s^\dagger_\uparrow d^\dagger_{\mu\downarrow}d_{\mu\uparrow}D^\dagger
=s^\dagger_\downarrow s^\dagger_\uparrow d^\dagger_{\mu\uparrow}d^\dagger_{\mu\downarrow}d_{\mu\uparrow}D^\dagger
=-s^\dagger_\downarrow s^\dagger_\uparrow d^\dagger_{\mu\downarrow}D^\dagger
=s^\dagger_\uparrow s^\dagger_\downarrow d^\dagger_{\mu\downarrow}D^\dagger ,$$

so the result is $+P_\mu|\mu\rangle/\sqrt5$. The coefficients of $P_\mu|\mu\rangle$ are then

$$^7S:\ -\sqrt{\tfrac16}+\sqrt{\tfrac56}\,\tfrac1{\sqrt5}=0,\qquad
^5S:\ -\sqrt{\tfrac56}-\sqrt{\tfrac16}\,\tfrac1{\sqrt5}=-\sqrt{\tfrac65}.$$

The two paths cancel for $^7S$, as the term count required, and reinforce for $^5S$. For $d_{xy}$ two p pairs contribute, with squared strength $2(R^1)^2/15$. By rotational symmetry each of the five d orbitals gives the same amount, so

$$V^2=\tfrac65\cdot5\cdot\tfrac{2}{15}(R^1)^2=\tfrac45(R^1)^2,\qquad V=\tfrac{2}{\sqrt5}|R^1| .$$

Every $|\mu\rangle$ has five d electrons up and one down. The state reached is therefore $^1D\times{}^5D$, and the $^3P\times{}^3P$ terms have no direct coupling to $|A\rangle$.

For the ion $|R^1|=16.93$ eV and $V=15.15$ eV, as large as the exchange splitting itself. The three orbitals occupy the same region, with mean radii of 0.45, 0.47 and 0.53 Å for 3s, 3p and 3d. A Hamiltonian built from determinants and three-dimensional integrals reproduces both $B$ and $V$.

**Q:** What does this coupling do to my splitting?

**A:** Let $D$ be the energy of $^1D\times{}^5D$ above $|A\rangle$, before they mix. With $^7S$ as zero, the two-state matrix and its lower root are

$$\begin{pmatrix}B&V\\V&B+D\end{pmatrix},\qquad E_-=B+\frac D2-\sqrt{\frac{D^2}{4}+V^2}.$$

The Hamiltonian gives $D=16.49$ eV. Then

$$E_-=14.45+8.24-\sqrt{67.9+229.4}=5.4\ \text{eV}.$$

For $V\ll D$ the shift would be $-V^2/D$. Here that is $-13.9$ eV and would leave a splitting of only 0.5 eV, so perturbation theory fails. For $V\gg D$ the shift tends to $-V+D/2$. The order of the lines survives while the determinant is positive, $V^2<B(B+D)$; here the two sides are 229 and 447 eV².

The remaining $^3P\times{}^3P$ terms mix with $^1D\times{}^5D$ through the 3p–3d repulsion, which can change the spins of both shells together. This coupling is 10.5 eV. Enlarging the space cannot raise the lowest root, and the four-state problem gives 4.1 eV, or 28% of $B$. That lowest state is 64% $|A\rangle$, 30% $^1D\times{}^5D$ and 6% $^3P\times{}^3P$.

**Q:** How do I know the double 3p hole is responsible, and not some other configuration?

**A:** Take all configurations of the 3s, 3p and 3d shells, then delete those with two or more 3p holes, keeping the orbitals fixed. In this test $|A\rangle$ becomes an eigenstate again and the splitting returns to 14.45 eV. Symmetry forces this: $3p^5$ configurations have odd parity, and the remaining even ones, $3s^23p^63d^4$ and $3s^03p^63d^6$, contain no $^5S$ or $^7S$ term. The test therefore excludes other configurations only within these three shells. Adding one f shell admits $3s^23p^53d^4f^1$, which has a single 3p hole, and the same deletion then gives 15.9 eV.

**Q:** Then where has the exchange energy gone?

**A:** Into satellites. Assume a single-configuration initial state, sudden emission and equal one-electron matrix elements for all lines. Removing a 3s electron from $3s^23p^63d^5$ cannot directly produce $3s^23p^43d^6$, so a $^5S$ final state $i$ is reached through its share of $|A\rangle$, with weight $w_i=|\langle i|A\rangle|^2$. Completeness of the final states gives

$$\sum_iw_i=1,\qquad \sum_iw_iE_i=\langle A|H|A\rangle=B,$$

$$\sum_iw_i(E_i-B)^2=\|(H-B)A\|^2=V^2 .$$

The last step holds within the two configurations, where $(H-B)|A\rangle$ is just the coupled state, of length $V$. With all 3s, 3p and 3d configurations $3s^13p^43d^7$ couples as well and the length is 17.6 eV. The four lines lie at 4.06, 23.02, 23.82 and 44.68 eV above $^7S$, with weights 0.6371, 0.0746, 0.1311 and 0.1571. Their mean is

$$2.59+1.72+3.12+7.02=14.45\ \text{eV},$$

which is $B$. The mean exchange separation is intact, although the strongest line has moved by more than 10 eV.

**Q:** Does this affect peak areas as well?

**A:** Yes. Removing a 3s↓ electron from the $M=5/2$ ion gives pure $^7S$. Removing 3s↑ leaves $|s{\downarrow},\tfrac52\rangle$, which is $1/6$ $^7S$ and $5/6$ $^5S$. The total areas are therefore $7/6$ and $5/6$, a ratio of 7:5. The main $^5S$ line keeps only its share $w_0$:

$$\frac{\text{main }^5S}{^7S}=\frac57\times0.637=0.455,$$

instead of 0.714. An analysis that integrates the two main lines misses the satellite area, 0.26 of the $^7S$ area in this model.

Reading the spin from the bare exchange formula fails too. For a general d spin $S_d$, $2\,\mathbf s\cdot\mathbf S_d$ equals $S_d$ or $-(S_d+1)$ in the two multiplets, so that formula predicts a splitting $(2S_d+1)J$. With $J=2.41$ eV, setting $4.06=(2S_d+1)J$ would give $S_d=0.34$ for an ion whose d spin is $5/2$.

**Q:** But your 4.1 eV is now below my 6 eV. How far should I trust it?

**A:** Trust the mechanism and the large reduction, not the last 2 eV. Measured splittings in divalent manganese compounds are roughly 6 eV, so this two-configuration model overcorrects. I changed one ingredient at a time:

- Orbitals of the unionized ion give 3.9 eV, with a bare splitting of 13.3 eV.
- All 3s, 3p and 3d configurations give 4.7 eV. The $^7S$ line then also mixes slightly, keeping 99.2% of its bare state, so its complete protection belongs to the two-configuration model.
- One extra correlating d shell, added to the two-configuration model, gives 4.2 eV.
- A larger basis moves the four lines by at most 0.005 eV, but scalar relativity lowers $D$ to 15.6 eV, the splitting to 3.7 eV and the main weight to 0.62. The extra digits quoted above belong to the non-relativistic model.

The initial state is 99.4% $3s^23p^63d^5$. The 3p spin–orbit constant is 0.80 eV. It does not shift terms with zero orbital angular momentum in first order, nor does it mix the two S terms directly. Within the two configurations it acts only through the $3p^4$ part of the $^5S$ line, because the 3p shell is closed in $^7S$ and in $|A\rangle$. Including it changes the splitting by only about 0.01 eV. The constant's square divided by the splitting, 0.16 eV in the output, greatly overstates this effect.

None of these changes closes the gap, but one further atomic configuration does. A 3p electron can fill the 3s hole while a 3d electron moves into a compact correlating f orbital, giving $3s^23p^53d^4f^1$. This configuration contains both $^7S$ and $^5S$, and it lowers the $^7S$ line more than the main $^5S$ line. Added to the two configurations it raises the splitting to 6.5 eV, with $^7S$ keeping 93% of its bare state. Added to all 3s, 3p and 3d configurations, up to one f electron gives 7.2 eV. The missing 2 eV can thus arise in the free ion, although the value is not converged with respect to the configuration space. A real compound also shares its d electrons with ligands, and charge can flow towards the hole. I have not calculated that effect, continuum excitations or lifetime broadening. The numerical output below lists the calculated values, except for the spin–orbit shift, the 17.6 eV length, and the larger-basis, relativistic and f-orbital results.

## Table of computed values

```
Orbitals: ROHF, 7S 3s-hole ion, uncontracted def2-TZVP
mean radius 3s: 0.449 angstrom
mean radius 3p: 0.474 angstrom
mean radius 3d: 0.528 angstrom
G2(3s,3d): 12.040 eV
R1(3p3p;3s3d), magnitude: 16.933 eV
single-configuration splitting, 6 G2/5: 14.447 eV
same splitting from determinants: 14.447 eV
coupling V = 2 R1/sqrt5: 15.146 eV
same coupling from determinants: 15.145 eV
gap D, bare 5S to 1Dx5D term: 16.486 eV
coupling of 1Dx5D to 3Px3P terms: 10.464 eV
two-state splitting: 5.447 eV
four-state splitting: 4.058 eV
four-state / single-configuration: 0.281
lowest 5S, share of 3s1 3p6 3d5: 0.637
lowest 5S, share of 1Dx5D: 0.300
lowest 5S, share of 3Px3P: 0.063
5S line 1: 4.058 eV above 7S, weight 0.6371, area/7S area 0.4551
5S line 2: 23.019 eV above 7S, weight 0.0746, area/7S area 0.0533
5S line 3: 23.824 eV above 7S, weight 0.1311, area/7S area 0.0937
5S line 4: 44.679 eV above 7S, weight 0.1571, area/7S area 0.1122
weighted mean of 5S lines: 14.447 eV above 7S
rms spread of 5S lines: 15.145 eV
no double 3p holes, splitting: 14.447 eV
Neglected effects (strongest 5S line minus strongest 7S line)
unionized-ion orbitals, bare: 13.320 eV
unionized-ion orbitals, four-state: 3.889 eV
all 3s3p3d configurations: 4.700 eV
  weight of bare 5S in its line: 0.631
  weight of bare 7S in its line: 0.992
two configurations + one extra d shell: 4.215 eV
  weight of bare 5S in its line: 0.644
  weight of bare 7S in its line: 0.996
initial state, share of 3s2 3p6 3d5: 0.9939
3p spin-orbit constant: 0.799 eV
second-order scale, constant^2/splitting: 0.157 eV
```
